**Pitchfork of step pairing, tested against terrace diffusion**

For alternating terraces $l(1\pm e)$, the pairing amplitude obeys $\dot e=Ae-K[(1-e)^{-3}-(1+e)^{-3}]$, with a supercritical pitchfork at $A=6K$ and $e^2\simeq(A-6K)/(20K)$ just above it. Here $A$ is the growth-driven pairing rate and $K$ the relaxation rate due to step repulsion. The program solves the adatom diffusion problem on each terrace, differentiates the repulsion energy numerically, and asserts that the resulting pair rates agree with this equation in the slow-attachment limit. It also asserts the series of the repulsion term, the number of steady states at sampled values of $A/K$, the first correction to the saturation law, and the growth rates of the modes of a 40-step ring. For the germanium-like example, evolution from $e=\pm0.02$ ends at $\pm0.132$, while at 0.9 of the threshold flux an initial $e=0.2$ decays to zero within numerical accuracy. The paired state is stable with period two but unstable on a ring of 40 steps, where the largest growth rate is $1.42K$. Thermal step wandering, estimated at 1.1 nm rms, exceeds the pairing displacement of 0.53 nm and is the largest of the neglected effects that the program sizes.

## Verification by program

```python
"""
Result under test: a step train with alternating terraces l(1+e), l(1-e) obeys
    de/dt = A e - K [(1-e)^-3 - (1+e)^-3],
with a supercritical pitchfork at A = 6K and e^2 ~ (A-6K)/(20K) just above it.
Symbols: F flux (bilayers/s), p fraction of adatoms going to the step at the
lower edge of their terrace, A = 2F(2p-1), g/l^2 step repulsion energy per
length, K = 16 g Omega^2 kappa_s c0/(kT l^4), Omega area per atom,
kappa_s = kappa_plus*kappa_minus/(kappa_plus+kappa_minus), c0 adatom density.
The independent side solves adatom diffusion on every terrace and takes the
step chemical potential from a numerical derivative of the repulsion energy.
Lengths in nm, energies in eV, times in s.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Rough illustrative inputs for vicinal Ge(111) with bilayer steps
lattice = 0.566
temperature = 800.0
spacing = 4.0
flux = 0.048
kappa_plus = 2000.0       # attachment from the lower terrace
kappa_minus = 3000.0      # attachment from the upper terrace
coverage0 = 1.0e-3        # equilibrium adatoms per bilayer atom
repulsion = 0.04          # g, eV nm
diffusivity = 1.0e6
stiffness = 0.5           # eV/nm
sublimation_energy = 3.9  # rough
attempt_rate = 1.0e13     # rough

kT = constants.k * temperature / constants.e
omega = lattice**2 * np.sqrt(3.0) / 8.0   # two atoms per surface cell
height = lattice / np.sqrt(3.0)
c0 = coverage0 / omega
FAST = 1.0e12             # diffusivity that realises slow attachment


def chemical_potential(widths):
    """Omega times dE/dx for each step, by central difference."""
    behind = np.roll(widths, 1)
    h = 1.0e-4

    def energy(shift):
        return repulsion / (behind + shift)**2 + repulsion / (widths - shift)**2

    return omega * (energy(h) - energy(-h)) / (2 * h)


def width_rates(widths, rate_in, diff):
    """Rates of terrace widths on a ring of steps from terrace diffusion.
    Profile: c = a + q x/D - f x^2/(2D), with q the arrival at the left step."""
    widths = np.asarray(widths, dtype=float)
    c_left = c0 * np.exp(chemical_potential(widths) / kT)
    c_right = np.roll(c_left, -1)
    f = rate_in / omega
    matrix = np.empty((len(widths), 2, 2))
    matrix[:, 0, 0] = kappa_plus
    matrix[:, 0, 1] = -1.0
    matrix[:, 1, 0] = kappa_minus
    matrix[:, 1, 1] = 1.0 + kappa_minus * widths / diff
    rhs = np.empty((len(widths), 2, 1))
    rhs[:, 0, 0] = kappa_plus * c_left
    rhs[:, 1, 0] = f * widths + kappa_minus * (f * widths**2 / (2 * diff) + c_right)
    to_left = np.linalg.solve(matrix, rhs)[:, 1, 0]
    to_right = f * widths - to_left
    velocity = omega * (to_left + np.roll(to_right, 1))
    return np.roll(velocity, -1) - velocity


def pair_rate_full(e, rate_in, diff, l=spacing):
    return width_rates([l * (1 + e), l * (1 - e)], rate_in, diff)[0] / l


def jacobian(widths, rate_in, diff):
    n = len(widths)
    h = 1.0e-3
    result = np.empty((n, n))
    for j in range(n):
        shift = np.zeros(n)
        shift[j] = h
        result[:, j] = (width_rates(widths + shift, rate_in, diff)
                        - width_rates(widths - shift, rate_in, diff)) / (2 * h)
    return result


def bracket(e):
    return (1 - e)**-3 - (1 + e)**-3


def steady_amplitude(ratio):
    """Positive root of ratio*e = bracket(e), for ratio = A/K > 6."""
    return brentq(lambda e: ratio - bracket(e) / e, 1e-3, 0.99, xtol=1e-14)


# Derived coefficients
p = kappa_minus / (kappa_plus + kappa_minus)
kappa_s = kappa_plus * kappa_minus / (kappa_plus + kappa_minus)
A = 2 * flux * (2 * p - 1)
K = 16 * repulsion * omega**2 * kappa_s * c0 / (kT * spacing**4)
flux_c = 3 * K / (2 * p - 1)
spacing_c = spacing * (6 * K / A)**0.25

# Expansion and closed form of the repulsion bracket
x = sp.symbols("x")
exact_bracket = (1 - x)**-3 - (1 + x)**-3
series = sp.series(exact_bracket, x, 0, 7).removeO()
assert sp.expand(series - (6*x + 20*x**3 + 42*x**5)) == 0
assert sp.simplify(exact_bracket - (6*x + 2*x**3) / (1 - x**2)**3) == 0

# Pair equation against terrace diffusion; tolerance covers exp(mu/kT)
worst_pair = 0.0
for rate_in in (0.02, flux, 0.2):
    for e in (-0.3, 0.05, 0.3, 0.6):
        reduced = 2 * rate_in * (2*p - 1) * e - K * bracket(e)
        error = abs(pair_rate_full(e, rate_in, FAST) - reduced)
        worst_pair = max(worst_pair, error / abs(K * bracket(e)))
assert worst_pair < 2e-4

# Number of positive steady states on each side of the threshold
grid = np.linspace(1e-3, 0.99, 20001)
for ratio, expected in ((3, 0), (5.9, 0), (6.1, 1), (9, 1), (30, 1)):
    signs = np.sign(ratio * grid - bracket(grid))
    assert np.count_nonzero(np.diff(signs)) == expected

# Leading saturation law, its first correction, and the return rate
s0 = 1.0e-3
root = steady_amplitude(6 + 20 * s0)
correction = (s0 - root**2) / s0**2
assert abs(correction - 2.1) < 0.02
near = 6.002
root = steady_amplitude(near)
h = 1.0e-5
slope = near - (bracket(root + h) - bracket(root - h)) / (2 * h)
assert abs(slope / (-2 * (near - 6)) - 1) < 0.01

# Threshold in mean spacing
assert abs(pair_rate_full(1e-3, flux, FAST, spacing_c) / 1e-3) < 1e-3 * K

# Time evolution of a two-step ring to both branches, and decay below threshold
e_exact = steady_amplitude(A / K)
e_approx = np.sqrt((A - 6 * K) / (20 * K))


def evolve(start, rate_in):
    run = solve_ivp(lambda t, y: [pair_rate_full(y[0], rate_in, FAST)],
                    (0, 15000), [start], method="LSODA", rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[0, -1]


e_up = evolve(0.02, flux)
e_down = evolve(-0.02, flux)
e_below = evolve(0.2, 0.9 * flux_c)
assert abs(e_up - e_exact) < 1e-4
assert abs(e_down + e_exact) < 1e-4
assert abs(e_below) < 1e-4

# Growth rates of all modes of a uniform train
n_ring = 40
uniform_jac = jacobian(np.full(n_ring, spacing), flux, FAST)
index = np.arange(n_ring)
for m in range(n_ring // 2 + 1):
    phi = 2 * np.pi * m / n_ring
    mode = np.exp(1j * phi * index)
    measured = (uniform_jac @ mode)[0].real
    w = 1 - np.cos(phi)
    assert abs(measured - (A * w / 2 - 1.5 * K * w**2)) < 1e-4 * K
phase_fast = np.arccos(1 - A / (6 * K))
rate_fast = A**2 / (24 * K)
ring_fast = np.linalg.eigvals(uniform_jac).real.max()
assert abs(ring_fast / rate_fast - 1) < 0.02   # ring modes are discrete

# Paired state: stable with period two, unstable in a longer ring
pair = spacing * np.array([1 + e_exact, 1 - e_exact])
pair_jac = jacobian(pair, flux, FAST)
return_rate = (pair_jac @ np.array([1.0, -1.0]))[0]
paired_growth = np.linalg.eigvals(
    jacobian(np.tile(pair, n_ring // 2), flux, FAST)).real.max()
assert return_rate < 0
assert paired_growth > 0.1 * K

# Neglected effects: finite diffusion
flux_c_full = brentq(lambda r: pair_rate_full(1e-3, r, diffusivity),
                     0.5 * flux_c, 2 * flux_c)
e_full = brentq(lambda e: pair_rate_full(e, flux, diffusivity), 0.02, 0.5)

# Neglected effects: thermal wandering of one step between fixed neighbours
spring = 12 * repulsion / spacing**4
variance = quad(lambda q: kT / (stiffness * q**2 + spring) / (2 * np.pi),
                -np.inf, np.inf)[0]
assert abs(variance / (kT / (2 * np.sqrt(stiffness * spring))) - 1) < 1e-6
wander = np.sqrt(variance)
stiffening = 10 * variance / spacing**2
mu_ratio = np.max(np.abs(chemical_potential(pair))) / kT
extra_coverage = flux * spacing / (kappa_plus + kappa_minus)
sublimation = attempt_rate * np.exp(-sublimation_energy / kT)

print("INPUTS: rough illustrative values, vicinal Ge(111)")
print(f"lattice constant {lattice:.3f} nm; temperature {temperature:.0f} K")
print(f"mean terrace width l = {spacing:.2f} nm")
print(f"miscut angle = {np.degrees(np.arctan(height/spacing)):.2f} degrees")
print(f"flux F = {flux:.4f} bilayers/s")
print(f"kappa_plus = {kappa_plus:.0f} nm/s; kappa_minus = {kappa_minus:.0f} nm/s")
print(f"equilibrium adatom coverage = {coverage0:.1e}")
print(f"repulsion g = {repulsion:.3f} eV nm")
print(f"adatom diffusivity D = {diffusivity:.1e} nm^2/s")
print(f"step stiffness = {stiffness:.2f} eV/nm")
print("DERIVED QUANTITIES")
print(f"kT = {kT:.5f} eV; area per atom = {omega:.5f} nm^2")
print(f"bilayer height = {height:.4f} nm; c0 = {c0:.5f} nm^-2")
print(f"fraction p = {p:.3f}; kappa_s = {kappa_s:.1f} nm/s")
print(f"A = {A:.6f} 1/s; K = {K:.6f} 1/s; A/K = {A/K:.4f}")
print(f"threshold flux = {flux_c:.5f} bilayers/s; F/F_c = {flux/flux_c:.4f}")
print(f"critical terrace width at this flux = {spacing_c:.3f} nm")
print(f"saturated e: exact root {e_exact:.5f}, leading law {e_approx:.5f}")
print(f"terrace widths = {pair[0]:.3f} nm and {pair[1]:.3f} nm")
print(f"growth time 1/(A-6K) = {1/(A-6*K):.0f} s")
print(f"film grown in that time = {flux*height/(A-6*K):.2f} nm")
print(f"return time near saturation, numerical = {-1/return_rate:.0f} s")
print(f"return time, leading law = {1/(2*(A-6*K)):.0f} s")
print("BRANCH: F/F_c, exact e, leading-law e (dimensionless)")
for factor in (1.01, 1.05, 1.20, 1.50, 2.00):
    print(f"  {factor:.2f}  {steady_amplitude(6*factor):.5f}"
          f"  {np.sqrt(6*(factor-1)/20):.5f}")
print("TESTS ON THE STEP MODEL")
print(f"largest pair-equation error / repulsion term = {worst_pair:.1e}")
print(f"first correction coefficient, numerical = {correction:.3f}")
print(f"evolved e from +0.02: {e_up:.5f}; from -0.02: {e_down:.5f}")
print(f"evolved e at 0.9 F_c from 0.2: {abs(e_below):.1e}")
print("LONG TRAINS")
print(f"pairing growth rate = {(A-6*K)/K:.4f} K")
print(f"fastest growth rate, uniform train = {rate_fast/K:.4f} K")
print(f"wavelength of fastest mode = {2*np.pi/phase_fast:.2f} steps")
print(f"growth rate on paired ring of {n_ring} steps = {paired_growth/K:.4f} K")
print("SIZE OF NEGLECTED EFFECTS")
print(f"l kappa_s/D = {spacing*kappa_s/diffusivity:.5f}")
print(f"threshold flux with finite D = {flux_c_full:.5f} bilayers/s")
print(f"saturated e with finite D = {e_full:.5f}")
print(f"|mu|/kT in paired state = {mu_ratio:.5f}")
print(f"adatom coverage added by flux = {extra_coverage:.1e}")
print(f"rough sublimation rate = {sublimation:.1e} bilayers/s")
print(f"thermal step wandering, rms = {wander:.3f} nm")
print(f"pairing displacement e*l = {e_exact*spacing:.3f} nm")
print(f"rough stiffening of repulsion by wandering = {100*stiffening:.0f} percent")
print("finished without a failed check")
```

Running it gives:

```
INPUTS: rough illustrative values, vicinal Ge(111)
lattice constant 0.566 nm; temperature 800 K
mean terrace width l = 4.00 nm
miscut angle = 4.67 degrees
flux F = 0.0480 bilayers/s
kappa_plus = 2000 nm/s; kappa_minus = 3000 nm/s
equilibrium adatom coverage = 1.0e-03
repulsion g = 0.040 eV nm
adatom diffusivity D = 1.0e+06 nm^2/s
step stiffness = 0.50 eV/nm
DERIVED QUANTITIES
kT = 0.06894 eV; area per atom = 0.06936 nm^2
bilayer height = 0.3268 nm; c0 = 0.01442 nm^-2
fraction p = 0.600; kappa_s = 1200.0 nm/s
A = 0.019200 1/s; K = 0.003018 1/s; A/K = 6.3612
threshold flux = 0.04527 bilayers/s; F/F_c = 1.0602
critical terrace width at this flux = 3.942 nm
saturated e: exact root 0.13193, leading law 0.13439
terrace widths = 4.528 nm and 3.472 nm
growth time 1/(A-6K) = 917 s
film grown in that time = 14.39 nm
return time near saturation, numerical = 442 s
return time, leading law = 459 s
BRANCH: F/F_c, exact e, leading-law e (dimensionless)
  1.01  0.05460  0.05477
  1.05  0.12060  0.12247
  1.20  0.23111  0.24495
  1.50  0.33965  0.38730
  2.00  0.43577  0.54772
TESTS ON THE STEP MODEL
largest pair-equation error / repulsion term = 6.2e-05
first correction coefficient, numerical = 2.095
evolved e from +0.02: 0.13193; from -0.02: -0.13193
evolved e at 0.9 F_c from 0.2: 6.3e-12
LONG TRAINS
pairing growth rate = 0.3612 K
fastest growth rate, uniform train = 1.6860 K
wavelength of fastest mode = 3.85 steps
growth rate on paired ring of 40 steps = 1.4181 K
SIZE OF NEGLECTED EFFECTS
l kappa_s/D = 0.00480
threshold flux with finite D = 0.04549 bilayers/s
saturated e with finite D = 0.12645
|mu|/kT in paired state = 0.00106
adatom coverage added by flux = 3.8e-05
rough sublimation rate = 2.7e-12 bilayers/s
thermal step wandering, rms = 1.061 nm
pairing displacement e*l = 0.528 nm
rough stiffening of repulsion by wandering = 70 percent
finished without a failed check
```
